# Heavy-hole overlap and contact scattering in spherical Luttinger bands

Short-range neutral defects scatter holes in a p-type semiconductor. Even if the defect potential ignores spin, the rate depends on the hole's band spinor, which turns with its wave vector. This problem finds the size of that effect at low field.

**Model and conventions.** Hole energies are counted positive from the valence-band top. The four states at the top form a $J=3/2$ quartet, and near it

$$
H(\mathbf k)=\frac{\hbar^2}{2m_0}\left[\left(\gamma_1+\tfrac52\gamma\right)k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\right],\qquad 0<2\gamma<\gamma_1 ,
$$

with $\mathbf J$ the dimensionless spin-3/2 matrices. Scatterers of density $n$ sit at random, uncorrelated positions $\mathbf R_j$. Each has the potential $V_0\,\delta(\mathbf r-\mathbf R_j)$ times the identity in the quartet, so $V_0$ is an energy times a volume. Scattering is elastic and treated in the Born approximation. The angle between the initial and final wave vectors $\mathbf k$ and $\mathbf k'$ is $\theta$.

## (a) Find the bands and their projectors

**Solution.** Let $\hat{\mathbf k}=\mathbf k/k$. The Hamiltonian contains the spin only through $\hat{\mathbf k}\cdot\mathbf J$, whose eigenvalues $\pm3/2,\pm1/2$ label the states. The square is $9/4$ or $1/4$, and the bracket divided by $k^2$ becomes

$$
\gamma_1+\tfrac52\gamma-\tfrac92\gamma=\gamma_1-2\gamma,\qquad
\gamma_1+\tfrac52\gamma-\tfrac12\gamma=\gamma_1+2\gamma .
$$

The first doublet is heavy, $m_h=m_0/(\gamma_1-2\gamma)$; the second is light, $m_l=m_0/(\gamma_1+2\gamma)$.

Define $Q(\hat{\mathbf k})=(\hat{\mathbf k}\cdot\mathbf J)^2-\tfrac54$. It equals $+1$ on the heavy doublet and $-1$ on the light one. Hence $Q^2=1$, $\operatorname{Tr}Q=0$, and the projectors are

$$
P_h=\tfrac12(1+Q),\qquad P_l=\tfrac12(1-Q).
$$

## (b) Find the squared overlap of a heavy spinor with the heavy doublet at $\mathbf k'$

**Solution.** For a normalized initial spinor $\chi$, the overlap summed over the two final spinors is $\langle\chi|P_h'|\chi\rangle$, where the prime means evaluation at $\hat{\mathbf k}'$. We first show that every $\chi$ in the heavy doublet gives the same value.

Let $\Theta$ be time reversal combined with inversion. It keeps $\mathbf k$ and reverses $\mathbf J$. Since $Q$ is quadratic in $\mathbf J$, $\Theta$ commutes with $P_h$ and $P_h'$. For half-odd spin, $\Theta^2=-1$. Antiunitarity means $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$; with $a=\chi$, $b=\Theta\chi$ this gives

$$
-\langle\Theta\chi|\chi\rangle=\langle\Theta\chi|\chi\rangle=0 .
$$

So $\chi$ and $\Theta\chi$ are an orthonormal basis of the doublet. They have equal overlaps:

$$
\langle\Theta\chi|P_h'|\Theta\chi\rangle=\langle\Theta\chi|\Theta P_h'\chi\rangle
=\langle P_h'\chi|\chi\rangle=\langle\chi|P_h'|\chi\rangle .
$$

Their sum is $\operatorname{Tr}(P_hP_h')$, so each is half of it:

$$
G(\theta)=\tfrac12\operatorname{Tr}(P_hP_h')
=\tfrac18\operatorname{Tr}(1+Q+Q'+QQ')=\tfrac12+\tfrac18\operatorname{Tr}(QQ').
$$

For the last trace write $Q=\sum_{ij}\hat k_i\hat k_jT_{ij}$, with

$$
T_{ij}=\tfrac12(J_iJ_j+J_jJ_i)-\tfrac54\delta_{ij}.
$$

This tensor is symmetric, and traceless because $\mathbf J^2=15/4$. A rotation of $\mathbf J$ is a unitary transformation, which leaves traces unchanged, so $\operatorname{Tr}(T_{ij}T_{kl})$ is an isotropic tensor. It must be a combination of products of two Kronecker deltas, symmetric and traceless in each index pair:

$$
\operatorname{Tr}(T_{ij}T_{kl})=C\left(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}-\tfrac23\delta_{ij}\delta_{kl}\right).
$$

Contracting with $\hat k_i\hat k_j\hat k'_k\hat k'_l$ gives $\operatorname{Tr}(QQ')=C(2\cos^2\theta-\tfrac23)$. At $\theta=0$ the left side is $\operatorname{Tr}1=4$, so $C=3$ and $\operatorname{Tr}(QQ')=6\cos^2\theta-2$. Therefore

$$
\boxed{G(\theta)=\frac{1+3\cos^2\theta}{4}} .
$$

The remaining probability, $1-G=\tfrac34\sin^2\theta$, is the overlap with the light doublet.

The overlap is 1 both forward and backward, and falls to 1/4 at a right angle. Exact backscattering is allowed because the spinor with $J_z=3/2$ is heavy for motion along $+z$ and along $-z$; its spin projection on the direction of motion simply changes sign.

## (c) Find the total intraband rate

Compare it with a scalar carrier of the same mass, $n$ and $V_0$, whose overlap is 1 with a single final spin state.

**Solution.** In a periodic box of volume $\Omega$ with $N=n\Omega$ scatterers, the matrix element between plane waves is

$$
M=\frac{V_0}{\Omega}\langle\chi'|\chi\rangle\sum_j e^{-i\mathbf q\cdot\mathbf R_j},\qquad \mathbf q=\mathbf k'-\mathbf k .
$$

In the squared sum, the $N$ diagonal terms equal 1. Each cross term averages to zero for $\mathbf q\neq0$, because the positions are independent and uniform. The mean square of the sum is thus $N$, and the golden rule gives

$$
W=\frac{2\pi}{\hbar}\frac{NV_0^2}{\Omega^2}\sum_{\mathbf k'}G(\theta)\,\delta(E-E')
=\frac{2\pi}{\hbar}nV_0^2\int\frac{d^3k'}{(2\pi)^3}\,G(\theta)\,\delta(E-A_hk'^2),
$$

with $A_h=\hbar^2/2m_h$. The radial integral is the density of states per spin,

$$
g_h(E)=\frac{1}{2\pi^2}\int_0^\infty k'^2\,\delta(E-A_hk'^2)\,dk'
=\frac{1}{2\pi^2}\,\frac{k^2}{2A_hk}=\frac{k}{4\pi^2A_h}=\frac{\sqrt E}{4\pi^2A_h^{3/2}} .
$$

The angular integral leaves the mean overlap. With $u=\cos\theta$,

$$
\langle G\rangle=\frac12\int_{-1}^{1}\frac{1+3u^2}{4}\,du=\frac18(2+2)=\frac12 .
$$

Hence

$$
W=\frac{2\pi}{\hbar}nV_0^2g_h\langle G\rangle=\frac{\pi}{\hbar}nV_0^2g_h .
$$

The scalar carrier has $\langle G\rangle$ replaced by 1, so the overlap halves the total intraband rate.

## (d) Find the momentum-relaxation rate, and add the light band

**Solution.** A weak field along $\hat{\mathbf F}$ adds to the occupation a part $f_1(\mathbf k)=\varphi(E)\,\hat{\mathbf k}\cdot\hat{\mathbf F}$, taken equal for both spinors. Collisions remove carriers from $\mathbf k$ and bring others in from $\mathbf k'$. Averaged over the azimuth around $\mathbf k$, $\hat{\mathbf k}'\cdot\hat{\mathbf F}$ becomes $\cos\theta\,\hat{\mathbf k}\cdot\hat{\mathbf F}$. So $f_1$ decays at the rate

$$
\frac1{\tau}=\frac{2\pi}{\hbar}nV_0^2g_h\,\langle G(1-\cos\theta)\rangle .
$$

Because $G$ is even in $u$,

$$
\langle G\cos\theta\rangle=\frac12\int_{-1}^{1}\frac{u+3u^3}{4}\,du=0,
\qquad \langle G(1-\cos\theta)\rangle=\frac12 .
$$

For the scalar carrier $\langle1-\cos\theta\rangle=1$. The momentum-relaxation rate is therefore halved too, and equals the total rate.

A mean overlap of one half would not by itself ensure this. The overlap $(1+\cos\theta)/2$ also has mean $1/2$, but its momentum average is $\tfrac14\int_{-1}^1(1-u^2)\,du=1/3$. The equal treatment of forward and backward directions is what matters.

An explicit golden-rule sum supports both results. Spinors were diagonalized on a cubic grid of plane waves, with the heavy shell at 18 grid steps and the delta function replaced by a Gaussian of width $\sigma=0.12E$. Both ratios to the scalar rate came out as 0.4991. The small deficit is due to the window: it changes the mean of $\sqrt E$ by the factor $1-\sigma^2/8E^2=0.9982$.

Heavy holes also scatter into the light band, with mean overlap $1-\tfrac12=\tfrac12$. Light-to-light and light-to-heavy scattering have the same mean, since $P_l$ differs from $P_h$ by the sign of $Q$. All these overlaps are even in $\cos\theta$, so in-scattering vanishes for odd $f_1$ in either band. At a given energy both bands relax at

$$
\frac1{\tau_h}=\frac1{\tau_l}=\frac{\pi}{\hbar}nV_0^2(g_h+g_l).
$$

The halving thus belongs to the intraband part. The full rate is larger by the factor $1+(m_l/m_h)^{3/2}$.

## (e) Evaluate the rates and the heavy-band mobility at 300 K

Use $\gamma_1=2.8$, $\gamma=0.74$, $n=10^{21}\ \mathrm{cm^{-3}}=1\ \mathrm{nm^{-3}}$ and $V_0=0.05\ \mathrm{eV\,nm^3}$. Keep intraband contact scattering alone.

**Solution.** The masses are $m_h=m_0/1.32=0.758\,m_0$ and $m_l=m_0/4.28=0.234\,m_0$. At $E=\tfrac32k_BT=38.78$ meV the heavy wave number is $k=0.8781\ \mathrm{nm^{-1}}$. Since $A_h=E/k^2$,

$$
g_h=\frac{k^3}{4\pi^2E}=\frac{0.8781^3}{4\pi^2(0.03878)}=0.442\ \mathrm{eV^{-1}nm^{-3}} .
$$

The rate with unit overlap is

$$
\frac{2\pi}{\hbar}nV_0^2g_h=\frac{2\pi\,(1)(0.05)^2(0.442)}{6.58\times10^{-16}}\ \mathrm{s^{-1}}
=1.06\times10^{13}\ \mathrm{s^{-1}} .
$$

The true overlap reduces both the total and the momentum rate to $5.28\times10^{12}\ \mathrm{s^{-1}}$.

For the mobility, let $\mathcal E$ be the field, $\alpha$ the angle of $\mathbf k$ to it, and $v$ the speed. The steady Boltzmann equation is $e\mathcal E v\cos\alpha\,\partial f_0/\partial E=-f_1/\tau$. For a nondegenerate gas $\partial f_0/\partial E=-f_0/k_BT$, so $f_1=e\mathcal E\tau v\cos\alpha\,f_0/k_BT$. The drift velocity is the mean of $v\cos\alpha$. Using $\langle\cos^2\alpha\rangle=1/3$, $v^2=2E/m_h$ and $x=E/k_BT$,

$$
v_d=\frac{2e\mathcal E}{3m_h}\,
\frac{\int_0^\infty\tau x^{3/2}e^{-x}dx}{\int_0^\infty x^{1/2}e^{-x}dx}
=\frac{e\mathcal E}{m_h}\,
\frac{\int_0^\infty\tau x^{3/2}e^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx},
$$

where integration by parts gave $\int x^{3/2}e^{-x}dx=\tfrac32\int x^{1/2}e^{-x}dx$. Since $1/\tau\propto\sqrt E$, we have $\tau=\tau(k_BT)x^{-1/2}$ and

$$
\mu=\frac{e\,\tau(k_BT)}{m_h}\frac{\Gamma(2)}{\Gamma(5/2)}=0.752\,\frac{e\,\tau(k_BT)}{m_h}.
$$

Here $\tau(k_BT)=\sqrt{1.5}/(5.28\times10^{12}\ \mathrm{s^{-1}})=232$ fs, which gives $\mu=405\ \mathrm{cm^2/Vs}$. Unit overlap would give $203\ \mathrm{cm^2/Vs}$. Since $\tau(k_BT)\propto T^{-1/2}$, the mobility of this model falls to $331\ \mathrm{cm^2/Vs}$ at 450 K.

Low field requires at least that a hole gain much less than $k_BT$ per mean free path. With a path of 25.4 nm at $\tfrac32k_BT$, the two are equal at $0.02585\ \mathrm V/25.4\ \mathrm{nm}=0.010$ MV/cm; the field must stay well below this, the more so because elastic collisions do not remove the energy gained.

## (f) Does the factor one half survive warping and a small spin-orbit splitting?

**Solution.** Take the two changes separately, then together.

*Warping alone.* Let the quartet have cubic instead of spherical symmetry, keeping terms even in $\mathbf k$. The average of $P_h$ over a constant-energy shell, weighted by the density of states, commutes with all cubic operations. The quartet is irreducible under them, so by Schur's lemma the average is a multiple of the identity. Its trace is 2 in four dimensions, so it equals $\tfrac12$. Every initial heavy spinor still has mean overlap $1/2$, although $G$ is no longer a function of $\theta$ alone. Evenness in $\mathbf k$ again removes the in-scattering of odd distributions, so the momentum rate is halved as well.

*Small splitting alone.* The spherical six-band model adds a $J=1/2$ doublet at an energy $\Delta$. We take the defect potential to be $V_0\,\delta(\mathbf r-\mathbf R_j)$ times the identity in all six states. Along $\hat{\mathbf k}$ this doublet has no state with projection $\pm3/2$, so it cannot mix with the heavy holes. Their spinors, and hence $G$, are unchanged. The other channels do change. For $\Delta=10$ meV and $E=38.8$ meV, scattering to the two other doublets adds 0.34 and 0.05 of the intraband rate, instead of 0.17 to the light band in the four-band model.

*Both together.* In low-symmetry directions the heavy states now contain $J=1/2$ character. By cubic symmetry the averaged projector is $a$ on the quartet and $b$ on the doublet, with $4a+2b=2$. The mean overlap over the shell is half the trace of its square:

$$
\tfrac12(4a^2+2b^2)=2a^2+(1-2a)^2=6a^2-4a+1 .
$$

It is $1/2$ at $a=1/2$, $b=0$, and has its minimum, $1/3$, at $a=b=1/3$. For $\gamma_2=0.5$, $\gamma_3=0.9$ (whose spherical mean $(2\gamma_2+3\gamma_3)/5$ is the $0.74$ used above) and $\Delta=10$ meV, the computed value at 38.8 meV is 0.35. Solving for $a$ gives $a=0.38$, $b=0.24$; this is the root between the limits $a=1/2$ for large $\Delta$ and $a=1/3$ for $\Delta=0$. About a quarter of the heavy states' weight now lies in the $J=1/2$ doublet, and the factor one half has failed.

**The real case.** These band parameters are round values in the rough regime of cubic silicon carbide. The splitting is smaller than $k_BT$ at 300 K, so the four-band assumption fails there. In the warped six-band model the heavy density of states at 38.8 meV is 1.71 times the spherical one. Averaged over the shell, the intraband rate therefore changes by the factor $0.3475\times1.709/0.5=1.19$: for these parameters the smaller overlap and the larger density of states partly cancel. For a single initial direction the factor runs from 1.16 along [110], where the $J=1/2$ admixture is about 30%, to 1.31 along [100] and [111], where it vanishes. The scatterer density, about 2% of the silicon sites, is that of a dilute alloy; $V_0$ is a chosen value. At $10^{19}\ \mathrm{cm^{-3}}$ the contact rate would be 100 times smaller, and the other mechanisms would dominate. The hexagonal 4H form of silicon carbide lacks this cubic symmetry, so the symmetry argument above does not apply to it.

The following estimates, made with rough material parameters and the spherical heavy band, are for the example's own density at $E=\tfrac32k_BT$.

- Acoustic phonons scatter at 0.11 of the contact rate. Polar-optical absorption within the heavy band adds 0.17 to the total rate at 300 K and 0.69 at 450 K. It favours forward scattering, and weighted by $1-\cos\theta$ these become 0.10 and 0.34; absorption into the light band adds a further 0.06 and 0.21 to the total rate. The contact mobility at 450 K is therefore not a total mobility.
- Ionized acceptors at $10^{17}\ \mathrm{cm^{-3}}$ add 0.21 of the contact momentum rate in the screened Born approximation. That approximation is outside its range here, since $k$ times the heavy-hole Bohr radius is only 0.6; for a scalar hole in the same potential the partial-wave transport cross section is about 0.7 of the Born value.
- If the defect is a repulsive sphere of radius 0.3 nm with the same $V_0$, the low-energy cross section for a scalar particle of the heavy mass is 0.58 of its Born value. The finite range, within the Born approximation, changes the total and momentum factors from 0.500 to 0.486 and 0.480: backscattering is weakened, and the two rates separate.
- The level broadening from the four-band intraband rate is 3.5 meV; with all channels of the warped six-band model it is about 6 meV. Both are small beside the hole energy of 38.8 meV, but not beside the 10 meV splitting, so the six-band values at this scatterer density are themselves estimates. At $10^{17}$ holes per $\mathrm{cm^3}$, the ratio to the heavy band's effective density of states is 0.006, so the gas is nondegenerate.

The remaining values are in the numerical output.

## Calculated quantities

```
gamma1, gamma2, gamma3: 2.8, 0.5, 0.9
spherical gamma: 0.740
heavy, light mass: 0.7576, 0.2336 m0
overlap at 0 deg, to heavy, to light: 1.0000, 0.0000
overlap at 60 deg, to heavy, to light: 0.4375, 0.5625
overlap at 90 deg, to heavy, to light: 0.2500, 0.7500
overlap at 180 deg, to heavy, to light: 1.0000, 0.0000
angular mean of overlap, total: 0.500000
angular mean of overlap, momentum: 0.500000
box sum / scalar, total: 0.4991
box sum / scalar, momentum: 0.4991
box sum to light / light density of states: 0.4991
random-position structure sum / number: 0.990
temperature, kT: 300 K, 25.85 meV
scatterer density: 1.0e+21 cm^-3
contact strength V0: 0.050 eV nm^3
hole energy 3kT/2: 38.78 meV
heavy wave number: 0.8781 nm^-1
heavy, light DOS per spin: 0.4423, 0.0758 eV^-1 nm^-3
rate with unit overlap: 1.0555e+13 s^-1
total intraband rate: 5.2773e+12 s^-1
momentum-relaxation rate: 5.2773e+12 s^-1
relaxation time at kT: 232.08 fs
mobility, unit overlap: 202.7 cm^2/Vs
mobility, true overlap: 405.3 cm^2/Vs
mobility, true overlap, 450 K: 330.9 cm^2/Vs
NEGLECTED EFFECTS (ratios without unit)
four-band heavy-to-light / intraband rate: 0.1713
spin-orbit splitting: 10.0 meV
six-band, to 2nd doublet / intraband: 0.3410
six-band, to 3rd doublet / intraband: 0.0509
heavy mass along [100], [111], wide splitting: 0.556, 1.000 m0
warped, wide splitting: mean overlap 0.5000
warped, wide splitting: DOS / spherical 1.0898
warped, 10 meV splitting: mean overlap 0.3475
warped, 10 meV splitting: DOS / spherical 1.7086
range 0.3 nm: total, momentum factor: 0.4864, 0.4800
scattering length, Born and full: 0.0791, 0.0601 nm
full / Born low-energy cross section: 0.578
acoustic-phonon / contact rate: 0.108
polar-optical absorption / contact rate: 0.171
same at 450 K: 0.694
ionized-acceptor (1e17 cm^-3) / contact momentum rate: 0.212
hole density / heavy band effective density: 0.00604
level broadening hbar*rate: 3.47 meV
mean free path: 25.43 nm
field giving kT per free path: 0.0102 MV/cm
```
